# Product ground states of the XY chain and its correlation boundary

## Problem

A ring of \(N\ge 3\) spins one-half has the Hamiltonian

\[
H=-J\sum_{j=1}^{N}\left[\frac{1+\gamma}{2}X_jX_{j+1}+\frac{1-\gamma}{2}Y_jY_{j+1}+hZ_j\right],
\]

where \(X,Y,Z\) are Pauli matrices, \(J>0\) is an energy, \(0<\gamma\le 1\) is the anisotropy and \(h\ge 0\) is the reduced field.

1. For which \(h\) and \(\gamma\) is a uniform product of tilted spins a ground state? Find the tilt angle and the exact degeneracy.
2. Show that the same condition separates oscillating from monotonic behaviour of the connected correlation \(C(r)=\langle Z_0Z_r\rangle-\langle Z\rangle^2\) in the infinite chain.

## A tempting solution

Let every spin be in the state

\[
|\theta\rangle=\cos\tfrac{\theta}{2}|{\uparrow}\rangle+\sin\tfrac{\theta}{2}|{\downarrow}\rangle ,
\]

for which \(\langle X\rangle=\sin\theta\), \(\langle Y\rangle=0\) and \(\langle Z\rangle=\cos\theta\). The energy is

\[
E(\theta)=-JN\left[\frac{1+\gamma}{2}\sin^2\theta+h\cos\theta\right],
\]

\[
\frac{dE}{d\theta}=-JN\sin\theta\,[(1+\gamma)\cos\theta-h].
\]

For \(h<1+\gamma\) the minimum lies at \(\cos\theta=h/(1+\gamma)\). The angles \(\theta\) and \(-\theta\) have equal energy. "Hence there are two degenerate product ground states for every \(h<1+\gamma\), and \(C(r)=0\) throughout this region."

## Where it fails

The calculation finds the best state within a restricted family. It does not show that this state is an eigenstate. To test that, let \(H\) act on it. Take the orthogonal spin state \(|\bar\theta\rangle=-\sin\frac\theta2|{\uparrow}\rangle+\cos\frac\theta2|{\downarrow}\rangle\). Then

\[
X|\theta\rangle=\sin\theta|\theta\rangle+\cos\theta|\bar\theta\rangle,\quad
Y|\theta\rangle=i|\bar\theta\rangle,\quad
Z|\theta\rangle=\cos\theta|\theta\rangle-\sin\theta|\bar\theta\rangle .
\]

Write \(|\Theta\rangle\) for the product state, \(|j\rangle\) for the state with spin \(j\) replaced by \(|\bar\theta\rangle\), and \(|j,j+1\rangle\) for two neighbours replaced. Each site belongs to two bonds, so the single-flip terms of \(XX\) add up to \((1+\gamma)\sin\theta\cos\theta\) per site. The \(YY\) term gives \(i^2=-1\) times a double flip. Therefore

\[
\begin{aligned}
H|\Theta\rangle={}&E(\theta)|\Theta\rangle-J\sin\theta\,[(1+\gamma)\cos\theta-h]\sum_j|j\rangle\\
&-J\left[\frac{1+\gamma}{2}\cos^2\theta-\frac{1-\gamma}{2}\right]\sum_j|j,j+1\rangle .
\end{aligned}
\]

Minimizing \(E(\theta)\) removes the single flips. It leaves the double flips, which create correlations between neighbours. The restriction to the \(xz\) plane loses no candidate. A uniform product ground state must minimize the energy among all uniform products. At azimuth \(\varphi\) the bond term is \(\frac12\sin^2\theta\,(1+\gamma\cos2\varphi)\), which for \(\gamma>0\) is largest at \(\varphi=0\) or \(\pi\). An eigenstate needs both brackets to vanish (\(\theta=0\) and \(\theta=\pi\) fail, because the second bracket is then \(\gamma\neq0\)):

\[
\cos\theta=\frac{h}{1+\gamma},\qquad \cos^2\theta=\frac{1-\gamma}{1+\gamma}.
\]

Squaring the first and equating gives \(h^2=(1-\gamma)(1+\gamma)\), that is

\[
h^2+\gamma^2=1,\qquad \cos\theta=\sqrt{\frac{1-\gamma}{1+\gamma}} .
\]

The variational angle is thus right on this circle, but elsewhere it describes only an approximate, mean-field state. It remains to show that the eigenstate is a ground state.

## Ground state and degeneracy

Divide the field equally between the two bonds at each site, so that \(H=\sum_jH_{j,j+1}\) with

\[
H_{12}=-J\left[\frac{1+\gamma}{2}X_1X_2+\frac{1-\gamma}{2}Y_1Y_2+\frac h2(Z_1+Z_2)\right].
\]

Between \(|{\uparrow\uparrow}\rangle\) and \(|{\downarrow\downarrow}\rangle\), \(XX\) has matrix element \(1\) and \(YY\) has \(-1\); between \(|{\uparrow\downarrow}\rangle\) and \(|{\downarrow\uparrow}\rangle\) both have \(1\). So \(-H_{12}/J\) consists of the blocks

\[
\begin{pmatrix}h&\gamma\\ \gamma&-h\end{pmatrix},\qquad
\begin{pmatrix}0&1\\1&0\end{pmatrix},
\]

with eigenvalues \(\pm\sqrt{h^2+\gamma^2}\) and \(\pm1\). On the circle the lowest bond energy is \(-J\), and it is twofold.

The flip calculation applied to one bond has the same two conditions, so \(|\theta\theta\rangle\) is an eigenvector of \(H_{12}\). Its energy follows from \(\sin^2\theta=2\gamma/(1+\gamma)\) and \(h\cos\theta=h^2/(1+\gamma)=1-\gamma\):

\[
-J\left[\frac{1+\gamma}{2}\,\frac{2\gamma}{1+\gamma}+1-\gamma\right]=-J .
\]

The same holds for \(-\theta\). Since no bond can have energy below \(-J\), we have \(H\ge-JN\), and both product states reach this bound.

There are no further ground states. A state of energy \(-JN\) must lie in the lowest space of every bond, which is spanned by \(|\theta\theta\rangle\) and \(|{-\theta},{-\theta}\rangle\). Suppose that on an open segment of \(n\ge2\) sites this requirement leaves only \(|\theta\rangle^{\otimes n}\) and \(|{-\theta}\rangle^{\otimes n}\). On \(n+1\) sites the state is then

\[
|\psi\rangle=|\theta\rangle^{\otimes n}|u\rangle+|{-\theta}\rangle^{\otimes n}|v\rangle .
\]

The two products on the first \(n-1\) sites are linearly independent, so some bra gives one on the first and zero on the second. Applying it leaves \(|\theta\rangle|u\rangle\), which must lie in the lowest space of the last bond. A vector \(a|\theta\theta\rangle+b|{-\theta},{-\theta}\rangle\) has the diagonal coefficient matrix \(\mathrm{diag}(a,b)\), and it is a product only if \(a\) or \(b\) vanishes. Hence \(|u\rangle\propto|\theta\rangle\), and likewise \(|v\rangle\propto|{-\theta}\rangle\). By induction the ground space is exactly two-dimensional for every \(N\ge3\).

The two states have overlap \(\cos^N\theta\), so they are independent but in general not orthogonal. At \(\gamma=1\), \(h=0\) the spins point along \(\pm x\). As \(\gamma\to0\), \(h\to1\), both states approach the fully polarized one. The case \(\gamma=0\) is excluded because there the bond blocks have eigenvalues \(\pm h\) and \(\pm1\), so the polarized product, with bond energy \(-Jh\), is a ground state for every \(h\ge1\), not only on the circle.

## Correlations from free fermions

Define the Majorana operators

\[
A_j=\Big(\prod_{l<j}Z_l\Big)X_j,\qquad B_j=\Big(\prod_{l<j}Z_l\Big)Y_j .
\]

They are Hermitian, square to one and anticommute with each other. From \(XY=iZ\) and its cyclic forms,

\[
Z_j=iB_jA_j,\quad X_jX_{j+1}=-iB_jA_{j+1},\quad Y_jY_{j+1}=-iB_{j+1}A_j .
\]

Thus \(H=iJ\sum_{jl}B_jM_{jl}A_l\), where \(M\) has the entries \((1+\gamma)/2\) for \(l=j+1\), \((1-\gamma)/2\) for \(l=j-1\) and \(-h\) for \(l=j\). Its eigenvalue at wave number \(k\) is

\[
m(k)=\cos k-h+i\gamma\sin k .
\]

On the ring, the bond that closes it carries the factor \(-P\), where \(P=\prod_jZ_j\) is conserved. For \(P=1\) the wave numbers are odd multiples of \(\pi/N\); for \(P=-1\) they are even multiples.

A singular-value decomposition \(M=USV^T\) turns \(H\) into \(iJ\sum_ns_nB'_nA'_n\), with \(B'=U^TB\), \(A'=V^TA\) and \(s_n=|m(k)|\). The energy is lowest when every \(iB'_nA'_n=-1\), and reversing one of these signs costs \(2Js_n\). In this state \(i\langle B_jA_l\rangle=-(UV^T)_{jl}\). Since \(UV^T\) has eigenvalues \(m/|m|\), the \(P=1\) state gives for \(N\to\infty\)

\[
g_r\equiv i\langle B_jA_{j+r}\rangle=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{-ikr}\Phi,\qquad \Phi=-\frac{m}{|m|}.
\]

Wick's theorem holds because \(H\) is quadratic, and \(\langle B_0B_r\rangle=0\) for \(r\ne0\). With \(\langle A_0B_r\rangle=-\langle B_rA_0\rangle\),

\[
C(r)=-\langle B_0A_r\rangle\langle A_0B_r\rangle=(-ig_r)(-ig_{-r})=-g_rg_{-r}.
\]

Now put \(z=e^{ik}\):

\[
m=\frac{1+\gamma}{2z}(z-\lambda_+)(z-\lambda_-),\qquad
\lambda_\pm=\frac{h\pm\sqrt{h^2+\gamma^2-1}}{1+\gamma}.
\]

The circle is where the two zeros coincide. Outside it they are real, inside it they are complex conjugates. Their product is \((1-\gamma)/(1+\gamma)<1\). For \(h<1\) both lie inside the unit circle: this is immediate for a conjugate pair, and for real zeros it follows because \((1-\lambda_+)(1-\lambda_-)=2(1-h)/(1+\gamma)>0\) while their mean is below one. Since \(|m|^2=m(z)m(1/z)\) on the unit circle, for \(h<1\)

\[
\Phi=-z\sqrt{\frac{(1-\lambda_+/z)(1-\lambda_-/z)}{(1-\lambda_+z)(1-\lambda_-z)}} .
\]

### On the circle

Here \(\lambda_+=\lambda_-=\lambda=h/(1+\gamma)=\cos\theta\), and the square root disappears:

\[
\Phi=\frac{\lambda-z}{1-\lambda z}=\lambda-(1-\lambda^2)\sum_{r\ge1}\lambda^{r-1}z^r .
\]

There are no negative powers of \(z\), so \(g_{-r}=0\) and \(C(r)=0\) for every \(r\ge1\), as the product states require. Also \(\langle Z\rangle=g_0=\cos\theta\).

### Outside the circle

Let \(h<1\) first. The coefficient of \(z^{-r}\) is the contour integral of \(z^{r-1}\Phi/(2\pi i)\). Shrink the contour onto the cut \([\lambda_-,\lambda_+]\), where \(\Phi=\mp iR\) just above and below, with

\[
R(x)=\sqrt{\frac{(\lambda_+-x)(x-\lambda_-)}{(1-\lambda_+x)(1-\lambda_-x)}} .
\]

For \(g_r\) use \(\Phi(1/z)=1/\Phi(z)\). The results are

\[
g_{-r}=\frac1\pi\int_{\lambda_-}^{\lambda_+}x^{r-1}R\,dx,\qquad
g_r=-\frac1\pi\int_{\lambda_-}^{\lambda_+}\frac{x^{r-1}}{R}\,dx .
\]

As \(0\le x<1\) on the cut, \(g_{-r}\) and \(-g_r\) are positive and strictly decreasing in \(r\). So is their product \(C(r)\), for all \(r\ge1\).

For \(h>1\), \(\lambda_+\) exceeds one. With \(\mu=1/\lambda_+\), the factor \(z-\lambda_+\) equals \(-\lambda_+(1-\mu z)\), and the cut becomes \([\lambda_-,\mu]\). The same two formulas hold with

\[
R(x)=\sqrt{\frac{(1-\mu x)(x-\lambda_-)}{(\mu-x)(1-\lambda_-x)}},
\]

so the conclusion is unchanged.

At large \(r\) the upper end \(\Lambda\) of the cut dominates (\(\Lambda=\lambda_+\) for \(h<1\), \(\mu\) for \(h>1\)). There one weight behaves as \(c(\Lambda-x)^{1/2}\) and the other as \(c^{-1}(\Lambda-x)^{-1/2}\). Using

\[
\int^\Lambda x^{r-1}(\Lambda-x)^{s-1}dx\simeq\Gamma(s)\Lambda^{r-1+s}r^{-s}
\]

with \(s=\frac32\) and \(s=\frac12\), the constant \(c\) cancels:

\[
C(r)\simeq\frac{1}{\pi^2}\,\frac{\sqrt\pi}{2}\sqrt\pi\,\frac{\Lambda^{2r}}{r^2}=\frac{\Lambda^{2r}}{2\pi r^2}.
\]

### Inside the circle

Let \(h>0\) and write \(\lambda_\pm=\rho e^{\pm iq}\), with

\[
\rho^2=\frac{1-\gamma}{1+\gamma},\qquad \cos q=\frac{h}{\sqrt{1-\gamma^2}},\qquad 0<q<\frac\pi2 .
\]

Put \(\lambda=\lambda_+\). Near \(z=\lambda\), \(\Phi\simeq-(\lambda/K)(1-\lambda/z)^{1/2}\), and near \(z=1/\lambda\), \(\Phi\simeq-(K/\lambda)(1-\lambda z)^{-1/2}\), where

\[
K^2=\frac{(1-\lambda^2)(1-\rho^2)}{1-e^{-2iq}} .
\]

The coefficient of \(u^r\) in \((1-u)^{1/2}\) tends to \(-1/(2\sqrt\pi\,r^{3/2})\), and in \((1-u)^{-1/2}\) to \(1/\sqrt{\pi r}\). Adding the conjugate singularities gives

\[
g_{-r}\simeq\frac{\mathrm{Re}(\lambda^{r+1}/K)}{\sqrt\pi\,r^{3/2}},\qquad
g_r\simeq-\frac{2\,\mathrm{Re}(K\lambda^{r-1})}{\sqrt{\pi r}} .
\]

Now use \(2\,\mathrm{Re}\,a\,\mathrm{Re}\,b=\mathrm{Re}(ab+ab^*)\). Here \(ab=\lambda^{2r}\), and \(ab^*\) has modulus \(\rho^{2r}\) and phase \(2q-\arg K^2\). With \(\alpha=\arg(1-\rho^2e^{2iq})\) and \(\arg(1-e^{-2iq})=\pi/2-q\), this phase is \(\pi/2+q-\alpha\). Hence

\[
C(r)\simeq\frac{\rho^{2r}}{\pi r^2}\left[\cos(2qr)-\sin(q-\alpha)\right].
\]

The offset lies strictly between zero and one. Indeed \(-\pi/2<\alpha<0\) makes \(q-\alpha\) positive, and \(\cos(q-\alpha)\) has the sign of \(\mathrm{Re}(e^{-iq}-\rho^2e^{iq})=(1-\rho^2)\cos q>0\), so \(q-\alpha<\pi/2\). The cosine returns arbitrarily close to one, which makes the bracket positive. Its long-run average is zero, so the bracket is also negative again and again. The sign of \(C(r)\) therefore changes without end. The period \(\pi/q\) diverges as a point of the circle with \(\gamma<1\) is approached, because \(q\to0\). The end point \(\gamma=1\), \(h=0\) is an exception: there \(q\) depends on the path, and along \(h=\frac12\sqrt{1-\gamma^2}\) it stays at \(\pi/3\), a period of three sites.

At \(h=0\), \(m(k+\pi)=-m(k)\) makes \(g_r\), and so \(C(r)\), vanish at even \(r\). At large odd \(r\) the bracket tends to \(-2\), so \(C\) alternates between zero and negative values.

## The circle is not a phase transition

On the circle

\[
|m|^2=(\cos k-h)^2+(1-h^2)\sin^2k=(1-h\cos k)^2 ,
\]

which is positive at every \(k\) since \(h<1\). To find the gap, the allowed parity is needed. We have \(P=\prod_jiB_jA_j\). Under the orthogonal change of basis, the product of all the anticommuting \(B_j\) acquires the factor \(\det U\), and that of the \(A_j\) acquires \(\det V\). Hence \(P=\det U\det V\prod_niB'_nA'_n\), and the lowest fermion state has \(P=(-1)^N\det U\det V=\det(-UV^T)\), the product of \(-m/|m|\) over the allowed wave numbers. Wave numbers \(k\) and \(-k\) together contribute \(1\), \(k=\pi\) contributes \(1\), and \(k=0\), present only for \(P=-1\), contributes \(-1\) when \(h<1\). Both lowest states are therefore allowed. Their energies are \(-J\sum_k(1-h\cos k)=-JN\), the doublet found above.

Excitations must reverse an even number of signs. The cheapest pair in the even sector is \(k=\pm\pi/N\). In the odd sector it is \(0\) and \(2\pi/N\), costing \(4J[1-h\cos^2(\pi/N)]\), which is no less. The gap is thus

\[
\Delta_N=4J\left(1-h\cos\frac{\pi}{N}\right)\longrightarrow4J(1-h).
\]

It stays open for \(\gamma>0\). The gap of the fermion spectrum closes instead at \(h=1\), where \(m(0)=0\); that line is excluded from the statements about decay.

## Worked example

Take the model parameters \(J=2.0\times10^{-23}\ \mathrm J\), \(\gamma=0.6\) and \(g\)-factor \(2\). The product states occur at \(h=\sqrt{1-0.36}=0.8\). Equating \(Jh\) with \(g\mu_BB/2\) gives

\[
B=\frac{2Jh}{g\mu_B}=\frac{2(2.0\times10^{-23}\ \mathrm J)(0.8)}{2(9.274\times10^{-24}\ \mathrm{J/T})}=1.725\ \mathrm T .
\]

The tilt follows from \(\cos\theta=\sqrt{0.4/1.6}=0.5\), so \(\theta=60^\circ\) from the field axis, with \(\langle X\rangle=\pm0.866\). The energy per site is \(-2.0\times10^{-23}\ \mathrm J\) (\(-0.125\) meV), and the gap of a long ring is \(4J(0.2)=1.6\times10^{-23}\ \mathrm J\) (\(0.100\) meV).

Exact diagonalization of a ten-site ring at \(h=0.8\) gives the lowest levels \(-10\), \(-10\) and \(-9.043\) in units of \(J\). The gap \(0.957J\) is the value of \(\Delta_{10}\). At \(h=0.6\) and \(h=0.9\) the lowest levels of the two parity sectors differ by \(1.6\times10^{-4}J\) and \(1.7\times10^{-2}J\): at these fields the ring has no exact doublet.

For the infinite chain, the integral for \(g_r\) was evaluated as a sum over 512 equally spaced wave numbers in 50-digit arithmetic:

| \(r\) | \(C\), \(h=0.6\) | \(C\), \(h=0.9\) |
|---|---|---|
| 1 | \(-5.4\times10^{-2}\) | \(3.4\times10^{-2}\) |
| 2 | \(-7.8\times10^{-3}\) | \(1.0\times10^{-2}\) |
| 3 | \(-5.8\times10^{-4}\) | \(3.7\times10^{-3}\) |
| 4 | \(1.6\times10^{-6}\) | \(1.5\times10^{-3}\) |
| 5 | \(-3.4\times10^{-6}\) | \(6.8\times10^{-4}\) |

Neither column vanishes, although both fields satisfy \(h<1+\gamma\), where the tempting solution predicted \(C=0\). At \(h=0.8\) the sum gives zero to within rounding.

At \(h=0.6\), \(\rho=0.5\) and \(q=0.723\) rad per site, so the period is \(\pi/q=4.35\) sites. The offset \(\sin(q-\alpha)=0.827\) makes \(C\) negative over most of each period. Up to \(r=24\) it is positive only at \(r=4,9,13,17,22\), with spacings of four or five sites around that period. The positive part of a period is shorter than one site, so some periods contain no positive value: after \(r=26\) the next one is \(r=35\).
